# Why fixed, independent, irreversible sites cannot give S-shaped uptake at constant pressure

In a model dose of trimethylaluminium on a hydroxylated oxide, the uptake rate per vacant site falls from 27.0 to 5.7 s⁻¹ in the first 100 ms. Yet no site has changed its rate constant, and the pressure is constant. Reaching 95% coverage takes 732 ms, whereas a uniform surface with the same initial rate needs 111 ms. The cause is selection: fast sites fill first, and the vacancies left behind are increasingly the slow ones. Selection can only lower the mean rate of the survivors, which is why a fixed spread of site rates cannot produce an accelerating, S-shaped uptake.

## The model surface

Each site is filled by one first-order event, irreversibly and independently of its neighbours. Its rate constant \(k_i\) is fixed at constant surface pressure. "S-shaped" means that coverage against time, on linear axes, first bends upward and then downward.

The example has a temperature of 473 K, a precursor pressure of 10 mTorr and 4 sites per nm². The Hertz–Knudsen flux is \(1.902\times10^4\) nm⁻² s⁻¹, so each site receives \(1.902\times10^4/4\approx4756\) arrivals per second. Multiplying by the sticking probability of a site class gives its rate:

- 50% of sites: sticking \(10^{-2}\), rate 47.557 s⁻¹
- 30% of sites: sticking \(2\times10^{-3}\), rate 9.511 s⁻¹
- 20% of sites: sticking \(4\times10^{-4}\), rate 1.902 s⁻¹

The initial mean rate is \(0.5(47.557)+0.3(9.511)+0.2(1.902)\approx27.01\) s⁻¹.

## Why the rate per vacancy falls

A site of class \(i\) is still vacant at time \(t\) with probability \(e^{-k_it}\). If \(w_i\) is the initial share of that class among the vacancies, the vacancy fraction \(S\) and coverage \(\theta\) are

\[
S=\sum_i w_i e^{-k_it},\qquad \theta=1-S .
\]

Among the sites still vacant, class \(i\) has the share \(q_i=w_ie^{-k_it}/S\). The apparent rate per vacancy is therefore

\[
h\equiv\frac{1}{S}\frac{d\theta}{dt}
=\frac{1}{S}\sum_i w_ik_ie^{-k_it}
=\sum_i q_ik_i ,
\]

the mean rate constant of the survivors. To find how it changes, differentiate a share, using \(dS/dt=-hS\):

\[
\frac{dq_i}{dt}
=\frac{-k_iw_ie^{-k_it}}{S}-\frac{w_ie^{-k_it}}{S^2}\frac{dS}{dt}
=-k_iq_i+hq_i=-(k_i-h)q_i .
\]

Classes faster than the current mean lose share and slower ones gain it. Since the \(k_i\) are constant,

\[
\frac{dh}{dt}=\sum_i k_i\frac{dq_i}{dt}
=-\sum_i q_ik_i(k_i-h).
\]

The sum \(\sum_i q_i(k_i-h)\) is zero by the definition of \(h\). Adding \(h\) times this zero turns the factor \(k_i\) into \(k_i-h\):

\[
\boxed{\frac{dh}{dt}=-\sum_i q_i(k_i-h)^2=-V(t)}
\]

Here \(V\) is the variance of the rate constants among surviving vacancies, not among all the original sites. The curvature of the uptake follows from \(d\theta/dt=hS\):

\[
\frac{d^2\theta}{dt^2}
=S\frac{dh}{dt}+h\frac{dS}{dt}
=S\left(\frac{dh}{dt}-h^2\right)
=-S(V+h^2).
\]

This is negative while any reactive vacancy remains. The two terms have separate meanings: \(h^2\) is the ordinary loss of vacancies, present on a uniform surface, and \(V\) is the loss of the faster vacancies in particular. An upward bend would need \(dh/dt>h^2\), but heterogeneity gives \(dh/dt\le0\).

For a continuous distribution, the sums become integrals. At \(t=0\) the mean and variance must be finite for the formulas to apply. At any later time the factor \(e^{-kt}\) makes both finite.

## How large the effect is

The initial variance is

\[
0.5(20.54)^2+0.3(17.50)^2+0.2(25.11)^2\approx429\ \text{s}^{-2}.
\]

| \(t\) (ms) | \(\theta\) | \(h\) (s⁻¹) | \(V\) (s⁻²) | Slow share |
|---:|---:|---:|---:|---:|
| 0 | 0.000 | 27.0 | 429 | 0.20 |
| 20 | 0.366 | 18.8 | 373 | 0.30 |
| 50 | 0.585 | 10.4 | 186 | 0.44 |
| 100 | 0.714 | 5.7 | 40.6 | 0.58 |
| 200 | 0.818 | 3.8 | 11.1 | 0.75 |
| 500 | 0.920 | 2.1 | 1.8 | 0.97 |

The initial slope alone would lower \(h\) by \(429\times0.020=8.6\) s⁻¹ in 20 ms. The actual fall is 8.2 s⁻¹, because the variance averages less than its initial value over this interval. By 500 ms the slow class makes up 97% of the vacancies, so \(h\) is close to its limit of 1.9 s⁻¹. Integrating the variance over all time gives the total fall, \(27.013-1.902\approx25.11\) s⁻¹.

The law was tested at 20, 50, 100 and 200 ms. The slope of \(h\), from numerical integration of the site equations, agreed with \(-V\) to within a relative difference of \(8.5\times10^{-5}\). In one random simulation of one million sites, the variance among survivors agreed with that slope to within 0.6%; sampling noise at this size gives differences of up to about 2% in other runs.

For dosing, the tail matters most. The slow class holds nearly all the vacancies at 95% coverage, so it sets the required 7.32 mTorr s. Extrapolating from the initial rate as if the surface were uniform would give only 1.11 mTorr s.

## What can produce an S

An upward bend requires something beyond a fixed spread of rates. One possibility is cooperation, in which occupied sites speed up the filling of others. In a mean-field description, all rates share a factor \(g(\theta)\), so class \(i\) fills at rate \(gk_i\). Let \(K\) and \(V\) now be the survivor mean and variance of the bare constants \(k_i\). Then \(h=gK\) and \(d\theta/dt=gKS\). Selection proceeds \(g\) times as fast, so \(dK/dt=-gV\), and

\[
\frac{dh}{dt}
=K\frac{dg}{d\theta}\frac{d\theta}{dt}+g\frac{dK}{dt}
=g\frac{dg}{d\theta}K^2S-g^2V .
\]

For \(g=1+a\theta\), the start has \(g=S=1\) and \(h=K\). Inserting this into \(d^2\theta/dt^2=S(dh/dt-h^2)\) gives

\[
\left.\frac{d^2\theta}{dt^2}\right|_0
=aK^2-V-K^2
=K^2\left(a-1-\frac{V}{K^2}\right).
\]

Uptake starts upward only if \(a>1+V/K^2\). Here \(V/K^2=0.588\), so the threshold rises from 1 on a uniform surface to 1.588: heterogeneity hides cooperation when every site responds to the mean coverage. If instead the classes lie in large separate patches, and each site responds only to the coverage of its own patch, the initial curvature is \((a-1)(K^2+V)\) and the threshold stays at 1. These are conditions on the start alone. At later times, in the mean-field case, an upward bend needs \(aS/(1+a\theta)>1+V/K^2\), which may be met after a small, very fast group has filled and the variance has dropped.

On a uniform surface, \(d\theta/dt=k(1+a\theta)(1-\theta)\). Its derivative with respect to \(\theta\) is \(k(a-1-2a\theta)\), so for \(a>1\) the inflection lies at \(\theta=(a-1)/(2a)\), or 0.375 for \(a=4\). For \(0<a<1\) there is no S, yet \(h=k(1+a\theta)\) still rises. A rising \(h\) is thus a more sensitive sign of cooperation than an S, provided site activation, desorption from a partly filled start and the measurement artefacts, all described below, are excluded.

A second possibility is that sites are not static. Suppose every site starts dormant, becomes active at rate 1 and then fills at rate 3, in inverse units of a chosen time. The active vacant fraction is \((e^{-t}-e^{-3t})/2\), and uptake is proportional to it. Uptake therefore accelerates until \(e^{-t}=3e^{-3t}\), at \(t=(\ln3)/2\approx0.55\). No interaction between sites is needed.

## Desorption and the starting state

With adsorption rate \(k_a\) and desorption rate \(k_d\), a site approaches its equilibrium occupancy \(\theta_{\rm eq}=k_a/\lambda\) at rate \(\lambda=k_a+k_d\). From an empty surface,

\[
\theta=\sum_iw_i\theta_{{\rm eq},i}(1-e^{-\lambda_it}),\qquad
\frac{d^2\theta}{dt^2}=-\sum_iw_i\theta_{{\rm eq},i}\lambda_i^2e^{-\lambda_it}<0 .
\]

The uptake is again concave. The variance law now applies to the remaining gap to equilibrium, with \(\lambda_i\) in place of \(k_i\) and weights \(w_i\theta_{{\rm eq},i}\).

A partly filled start can break this result. Let half the sites be empty and fill irreversibly at rate 1. Let the other half be full, with \(k_a=4.2\) and \(k_d=0.8\), so that \(\lambda=5\). Then

\[
\frac{d\theta}{dt}=0.5e^{-t}-0.4e^{-5t}>0,\qquad
\frac{d^2\theta}{dt^2}=-0.5e^{-t}+2e^{-5t}.
\]

The curvature starts at \(+1.5\) and later becomes negative. Early desorption from one group masks adsorption on the other, and the net uptake is S-shaped although every site is static. A surface should therefore be emptied or fully purged before its curve is interpreted.

## False signals in measured curves

**Logarithmic axis.** For identical sites, \(d\theta/d\ln t=kt\,e^{-kt}\). This has a maximum at \(kt=1\), so the curve has an inflection at 63% coverage. An S on a logarithmic exposure axis says nothing about cooperation.

**Pressure rise.** If the pressure is \(f(t)\) times its final value, the sites respond to the scaled exposure \(X=\int f\,dt\). Evaluating \(K\), \(V\) and \(S\) at \(X\), we have \(d\theta/dt=fKS\) and \(d(KS)/dX=-S(V+K^2)\), so

\[
\frac{d^2\theta}{dt^2}=S\left[K\frac{df}{dt}-f^2(V+K^2)\right].
\]

The first term can win while the pressure is rising. With \(f=1-e^{-t/\tau}\) and a rough \(\tau=10\) ms, the example has an inflection at 14 ms and 16% coverage. Plotted against exposure, the same uptake is concave.

**Gas depletion.** Rapid uptake lowers the precursor density at the surface. For quasi-steady diffusion through a layer of thickness \(\delta\), supply balances uptake:

\[
\frac{D(n_0-n_s)}{\delta}=\frac{\bar s\,\bar v\,n_s}{4}\frac{KS}{K_0},
\qquad
\frac{n_s}{n_0}=\frac{1}{1+{\rm Da}\,KS/K_0},
\qquad
{\rm Da}=\frac{\bar s\bar v\delta}{4D}.
\]

Here \(n_0\) and \(n_s\) are the densities outside the layer and at the surface, \(D\) is the diffusivity, \(\bar v\) the mean molecular speed, \(\bar s\) the initial mean sticking probability and \(K_0\) the initial \(K\). The uptake rate is \(R/(1+{\rm Da}\,R/K_0)\) with \(R=KS\). It increases with \(R\), and \(R\) falls steadily, so uptake remains concave as long as the layer is quasi-steady. The layer needs a time of order \(\delta^2/D\) to settle, about 5 ms for the values below. If it starts empty of precursor, uptake accelerates while it fills, as in a pressure rise.

The rate per vacancy, \(h=K/(1+{\rm Da}\,R/K_0)\), can nevertheless rise as the gas recovers. At the start \(dK/dX=-V\), \(dR/dX=-(V+K_0^2)\) and \(dX/dt=1/(1+{\rm Da})\), which gives

\[
\left.\frac{dh}{dt}\right|_0
=\frac{-V(1+{\rm Da})+{\rm Da}(V+K_0^2)}{(1+{\rm Da})^3}
=\frac{K_0^2({\rm Da}-V/K_0^2)}{(1+{\rm Da})^3}.
\]

With \(\bar s=5.68\times10^{-3}\), \(\bar v=373\) m/s and rough values \(\delta=1\) cm and \(D=200\) cm²/s, for a carrier gas at a total pressure near 1 Torr, Da is 0.26. A kinetic-theory estimate for nitrogen or argon, with approximate molecular parameters, gives \(D\) of about 125 to 160 cm²/s and Da of 0.34 to 0.42, which is still below 0.588; the numbers that follow use Da = 0.26. In the quasi-steady balance, the initial uptake is 21% slower than without depletion, but \(h\) still falls at first because Da is below 0.588. If the layer starts empty, \(h\) first rises for several milliseconds while the layer fills. On a uniform surface, where \(V=0\), any depletion would make \(h\) rise from the start of the quasi-steady regime.

**Sensor lag.** If the signal \(y\) follows the coverage with a response time \(\tau\), so that \(\tau\,dy/dt=\theta-y\), it starts with zero slope and curvature \(K_0/\tau>0\). With \(\tau=10\) ms, the example shows an inflection at 15 ms and 16% apparent coverage, and the apparent \(h\) rises until 22 ms, although the pressure is constant. Plotting against exposure does not remove this bend.

**Wrong saturation value.** Calculating \(h\) requires the saturation coverage. If it is set 5% too low, the apparent value becomes \(hS/(S-0.05)\). In the example this turns upward at 337 ms, when the denominator begins to fall faster, in relative terms, than the numerator. The sign of the curvature of \(\theta\) does not depend on this choice.

## A falling rate does not prove heterogeneity

Suppose the rates \(x\) are distributed exponentially with mean \(k\). Then

\[
S=\int_0^\infty\frac{e^{-x/k}}{k}e^{-xt}\,dx=\frac{1}{1+kt},
\qquad
\frac{dS}{dt}=-\frac{k}{(1+kt)^2}=-kS^2 .
\]

Identical sites whose filling is second order in vacancies give the same curve. One uptake curve cannot distinguish the two mechanisms.

Steric blocking causes the same ambiguity. Take \(g=1-c\theta\), where \(c\) is the area fraction covered by methyl groups at saturation. With 1.5 groups per site, each of radius 0.20 nm, \(c=4\times1.5\times\pi(0.20)^2\approx0.75\). The general law gives an initial fall in \(h\) of \(V+cK^2\approx429+550=979\) s⁻². More than half of it comes from blocking, and reading the whole slope as a rate variance would overestimate the variance by a factor of 2.3.

## Setting the model beside a real process

The temperature, pressure and site density lie in the usual regime of alumina deposition from trimethylaluminium and water. The sticking probabilities are of a plausible order, but the three classes are chosen, not measured. The least secure assumption is independence: a precursor molecule may react with one or two hydroxyl groups, and its remaining methyl groups shield neighbouring sites. With the rough blocking factor above and all else fixed, the time to 95% coverage rises from 0.73 to 2.1 s. Depletion moves it only to 0.74 s. Irreversibility is a milder demand: for an assumed desorption prefactor of \(10^{13}\) s⁻¹, a barrier above about 1.4 eV keeps desorption below 1% of the slowest filling rate. These estimates are for a flat surface; transport into deep trenches is not included.

## What to do with an S-shaped curve

1. Plot coverage against exposure at the surface, on linear axes. If the S disappears, the pressure rise or a logarithmic axis is enough to explain it.
2. Compare successive doses of equal exposure at the surface. For static, irreversible, independent sites, each dose must add less than the one before. This avoids taking a second derivative of noisy data. Equal pulses at the inlet can mislead if the purge between them is short: leftover gas can make the second pulse add more than the first. Keep the doses small: an upward bend that ends within the first dose can go unseen.
3. Repeat at another pressure. For rates proportional to pressure, curves from static, irreversible sites coincide when plotted against exposure. Activation that proceeds in time, independently of the gas, shifts them, but so do desorption from static reversible sites and a slow sensor.
4. Interrupt the dose, purge and resume. Static, irreversible sites resume at the same rate per vacancy once the pressure is restored. A changed rate points to activation, relaxation or desorption during the pause.
5. If the upward bend survives at constant surface pressure, on a surface that was emptied or fully purged beforehand, and after the response time of the sensor has been accounted for, fit a model with cooperation or activation. The pressure must be constant because reversible sites do not respond to exposure alone: a change from low to high pressure can bend their curve upward even on an exposure axis. At constant pressure, a wider distribution of fixed rates cannot produce the bend: for irreversible sites, however the rates are spread, the curvature \(-S(V+h^2)\) stays negative.

The main values of the trimethylaluminium example are listed in the numerical output.

## Numbers as computed

```
temperature 473 K, pressure 10 mTorr
molar mass 72.09 g/mol, sites 4.0 per nm^2
impinging flux 1.902e+04 per nm^2 per s
arrivals per site 4756 1/s
class: sticking 1.0e-02, weight 0.5, rate 47.557 1/s
class: sticking 2.0e-03, weight 0.3, rate 9.511 1/s
class: sticking 4.0e-04, weight 0.2, rate 1.902 1/s
initial mean rate 27.013 1/s, variance 429.04 1/s^2
initial variance/mean^2 0.5880
time ms | coverage | h 1/s | variance 1/s^2 | slow share of vacancies
    0 | 0.0000 | 27.013 | 429.038 | 0.2000
   20 | 0.3663 | 18.796 | 372.576 | 0.3038
   50 | 0.5853 | 10.429 | 186.421 | 0.4385
  100 | 0.7145 | 5.678 | 40.638 | 0.5791
  200 | 0.8185 | 3.788 | 11.148 | 0.7532
  500 | 0.9202 | 2.148 | 1.811 | 0.9677
largest mismatch, slope of h vs variance: 8.5e-05
largest mismatch, random events vs slope: 5.9e-03
time integral of variance 25.110 1/s
initial rate minus slowest rate 25.110 1/s
time to 95 % coverage 731.7 ms
exposure to 95 % coverage 7.317 mTorr s
same, uniform sites of equal initial rate 110.9 ms
cooperativity a needed for upward start 1.5880
uniform sites, a = 4: inflection at coverage 0.3750
log time axis, uniform sites: inflection at kt = 1.0000
pressure rise time 10 ms (rough)
false inflection at 14.26 ms, coverage 0.1566
boundary layer 1 cm, D 200 cm2/s (rough)
mean molecular speed 372.7 m/s
depletion number Da 0.2646
initial uptake rate lowered by factor 0.7907
time to 95 % with depletion 741.1 ms
methyl area fraction at saturation 0.754 (rough)
time to 95 % with blocking 2099 ms
initial fall of h from blocking 550.2 1/s^2
saturation 5 % too low: h turns up at 337 ms
desorption barrier for 1 % limit 1.382 eV (prefactor 1e13 1/s)
```
